# Diffusion-Length Error of Exponential Fits to Electron-Beam-Induced Current, part 2

A Schottky contact covers the part $X<0$ of the surface $z=0$ of a semiconductor half-space $z>0$; the part $X>0$ is free. A beam at distance $x$ from the contact edge creates $G$ electron-hole pairs per second at depth $h$. The contact collects the current $I=qG\varphi$, where $q$ is the elementary charge and $\varphi$ the collected fraction. The quantity sought is the diffusion length $L=\sqrt{D\tau}$, with minority diffusivity $D$ and lifetime $\tau$. The model assumes a steady state, low injection, no field outside a thin depletion region, and a contact and wafer many $L$ in extent.

The excess minority density integrated along the edge, $P$, obeys

$$\frac{\partial^2P}{\partial X^2}+\frac{\partial^2P}{\partial z^2}-\frac{P}{L^2}=-\frac{G}{D}\,\delta(X-x)\,\delta(z-h). \tag{3}$$

On the contact $P=0$; on the free surface $D\,\partial P/\partial z=SP$, with surface recombination velocity $S$. For $S\to\infty$, with $K_1$ a modified Bessel function,

$$\varphi(x,h)=\frac{h}{\pi L}\int_x^\infty\frac{K_1(r/L)}{r}\,ds,\qquad r=\sqrt{s^2+h^2}. \tag{6}$$

For a shallow source, with $u=x/L$,

$$\varphi\simeq\frac{h}{\pi L}F(u),\qquad F(u)=\int_u^\infty\frac{K_1(t)}{t}\,dt. \tag{7}$$

At large $x/L$,

$$\varphi\simeq\frac{h}{L\sqrt{2\pi}}\left(\frac xL\right)^{-3/2}e^{-x/L}\left[1-\frac{9L}{8x}+\dots\right]. \tag{13}$$

$$-\frac{d\ln F}{du}=1+\frac{3}{2u}-\frac{9}{8u^2}+O(u^{-3}). \tag{22}$$

The inequality $K_1(u+v)\le e^{-v}K_1(u)$ gives

$$F(u)=\int_0^\infty\frac{K_1(u+v)}{u+v}\,dv<\frac{K_1(u)}{u}\int_0^\infty e^{-v}dv=\frac{K_1(u)}{u}. \tag{24}$$

The leading law, with constant $A$, is

$$I=A\,x^{-n}e^{-x/L},\qquad n=\tfrac32\ \text{for}\ S\to\infty. \tag{14}$$

For this law, a tangent to $\ln I$ gives the length $L_{\rm loc}$ with relative error $e$ (negative means too short):

$$\frac1{L_{\rm loc}}=-\frac{d\ln I}{dx}=\frac1L+\frac nx. \tag{15}$$

$$L_{\rm loc}(x)=\frac{L}{1+nL/x}=\frac{xL}{x+nL}. \tag{16}$$

$$e(x)=\frac{L_{\rm loc}-L}{L}=\frac{x-(x+nL)}{x+nL}=-\frac{nL}{x+nL}, \tag{17}$$

$$e(x)=-\frac{n\,L_{\rm loc}(x)}{x}. \tag{19}$$

$$\frac{dL_{\rm loc}}{dx}=\frac{L(x+nL)-xL}{(x+nL)^2}=\frac{nL^2}{(x+nL)^2}>0, \tag{20}$$

An error magnitude below $\eta$ needs

$$x>nL\left(\frac1\eta-1\right). \tag{21}$$

For a window $a\le x\le b$, let $w=b-a$, $c=(a+b)/2$ and $y=x-c$. The end points give, for (14),

$$\frac1{L_2}=\frac1L+\frac{n\ln(b/a)}{b-a}, \tag{26}$$

An unweighted least-squares line through dense, even points gives

$$\frac1{L_{\rm fit}}=-\frac{12}{w^3}\int_a^b(x-c)\ln I\,dx. \tag{27}$$

$$\frac1{L_{\rm fit}}=\int_a^b g(x)\left(-\frac{d\ln I}{dx}\right)dx,\qquad g(x)=\frac{6(x-a)(b-x)}{w^3}. \tag{28}$$

For (14) this becomes

$$\frac1{L_{\rm fit}}=\frac1L+n\,m,\qquad m=\int_a^b\frac{g(x)}{x}\,dx. \tag{29}$$

$$\int_a^b\frac{(x-a)(b-x)}{x}dx=(b^2-a^2)-\frac{b^2-a^2}{2}-ab\ln\frac ba=\frac{b^2-a^2}{2}-ab\ln\frac ba, \tag{30}$$

$$\boxed{\,m=\frac{3}{(b-a)^3}\left[b^2-a^2-2ab\ln\frac ba\right]\,}. \tag{31}$$

$$\frac{L_{\rm fit}-L}{L}=-\frac{nmL}{1+nmL}=-n\,m\,L_{\rm fit}. \tag{32}$$

For a narrow window,

$$\langle y^2\rangle=\frac{6}{w^3}\left(\frac{w^2}{4}\,\frac{w^3}{12}-\frac{w^5}{80}\right)=\frac{w^2}{20},\qquad m\simeq\frac1c\left(1+\frac{w^2}{20c^2}\right). \tag{33}$$

and $\ln I$ at the midpoint lies below the end-point chord by

$$n\left[\ln c-\tfrac12\ln(ab)\right]\simeq\frac{nw^2}{8c^2}, \tag{34}$$

### The correction and its limits

If $n$ is known, (29) is solved for the true length:

$$\frac1L=\frac1{L_{\rm fit}}-n\,m. \tag{35}$$

The same result follows from a straight line through $\ln(Ix^n)$, because least-squares slopes are linear in the data. That second route also serves for uneven spacing or unequal weights, for which (31) does not hold.

The correction magnifies uncertainty. Differentiation of (35) at fixed $n$ and $m$ gives $dL/L^2=dL_{\rm fit}/L_{\rm fit}^2$, or

$$\frac{dL}{L}=\frac{L}{L_{\rm fit}}\,\frac{dL_{\rm fit}}{L_{\rm fit}}. \tag{36}$$

The relative uncertainty grows by the factor $L/L_{\rm fit}$, which exceeds 1.

In the half-space with $S\to\infty$, the use of $n=3/2$ removes too much slope, since the next term of (22) is negative. At large distance the corrected inverse length is $1/L-(9L/8)\langle1/x^2\rangle$, with the average taken over $g$. The corrected length is then slightly too long.

### A surface without recombination

The power depends on the free surface. To treat another surface, let $\varphi(x,z)$ be the collected fraction for a line source at $(x,z)$. It obeys

$$L^2\nabla^2\varphi=\varphi,\qquad \varphi=1\ \text{on the contact},\qquad D\frac{\partial\varphi}{\partial z}=S\varphi\ \text{on the free surface}. \tag{37}$$

To see this, take the solution $\varphi$ of (37) and the density $P$ of (3). Multiply the equation for $P$ by $D\varphi$, subtract $DP$ times the equation for $\varphi$, and integrate over the half-plane. The recombination terms cancel, and the source gives $-G\varphi$ at the source point. Green's theorem, with the outward normal along $-z$, turns the left side into

$$-D\int\left(\varphi\frac{\partial P}{\partial z}-P\frac{\partial\varphi}{\partial z}\right)dX=-G\varphi. \tag{38}$$

On the free surface the two terms cancel, since $P$ and $\varphi$ obey the same condition. On the contact $P=0$ and $\varphi=1$. Hence $D\int_{\rm contact}(\partial P/\partial z)\,dX=G\varphi$, which is the collected rate.

For $S=0$ the problem has a closed solution. Measure lengths in units of $L$ and introduce $\alpha\ge0$, $\beta\ge0$ by

$$x=\alpha^2-\beta^2,\qquad z=2\alpha\beta,\qquad \nabla^2=\frac{1}{4(\alpha^2+\beta^2)}\left(\frac{\partial^2}{\partial\alpha^2}+\frac{\partial^2}{\partial\beta^2}\right). \tag{39}$$

The form of $\nabla^2$ follows from $x+iz=(\alpha+i\beta)^2$, a conformal map whose squared scale factor is $4(\alpha^2+\beta^2)$. Consider $f=e^{-2\alpha\beta}\,{\rm erfc}(\alpha-\beta)$, and write $E=(2/\sqrt\pi)e^{-\alpha^2-\beta^2}$. The first derivatives are $f_\alpha=-2\beta f-E$ and $f_\beta=-2\alpha f+E$. With $E_\alpha=-2\alpha E$ and $E_\beta=-2\beta E$, the second derivatives are

$$f_{\alpha\alpha}=4\beta^2f+2(\alpha+\beta)E,\qquad f_{\beta\beta}=4\alpha^2f-2(\alpha+\beta)E. \tag{40}$$

Their sum is $4(\alpha^2+\beta^2)f$, so $\nabla^2f=f$. The function with $\beta\to-\beta$ obeys the same equation, and the combination needed is

$$\varphi=\tfrac12\left[e^{-z}\,{\rm erfc}(\alpha-\beta)+e^{z}\,{\rm erfc}(\alpha+\beta)\right]. \tag{41}$$

On the contact $\alpha=0$ and $z=0$, and ${\rm erfc}(-\beta)+{\rm erfc}(\beta)=2$ gives $\varphi=1$. On the free surface $\beta=0$. There (41) is even in $\beta$, so its normal derivative vanishes, as $S=0$ demands. It also decays into the bulk and stays finite at the edge. With $L$ restored, its surface value is

$$\varphi(x,0)={\rm erfc}\sqrt{x/L}\simeq\frac{e^{-x/L}}{\sqrt{\pi x/L}}\qquad(x\gg L). \tag{42}$$

The mesh solution agrees with this error function within 0.26 per cent at $x/L=2,\,3,\,4.5$ and $6$. The power is now $n=1/2$, and (15) to (17), (19) to (21) and (26) to (36) apply with that value. The leading error is $-L/(2x)$, one third of that for $S\to\infty$. Compared with (13), the factor $h/x$ is absent, since carriers are no longer lost at the free surface.

### Worked example

Take n-type silicon at 300 K with $L=10$ um, a hole mobility of 400 cm2/Vs, a doping of $10^{16}$ cm$^{-3}$ and $S=10^5$ cm/s. These are rough values for material of short lifetime with a poor surface. The Einstein relation gives $D=10.34$ cm2/s. The lifetime is $L^2/D=(10^{-3}\,\text{cm})^2/(10.34\,\text{cm}^2/\text{s})=96.7$ ns, and $SL/D=10^5\times10^{-3}/10.34=9.67$.

The local error of the law (14) with $n=3/2$ is set beside that of the half-space with a very shallow source and $S\to\infty$:

| $x$ (um) | $L_{\rm loc}$, law (um) | error, law (%) | error, half-space (%) |
|---:|---:|---:|---:|
| 20 | 5.71 | −42.9 | −38.9 |
| 30 | 6.67 | −33.3 | −30.5 |
| 45 | 7.50 | −25.0 | −23.1 |
| 60 | 8.00 | −20.0 | −18.7 |
| 135 | 9.00 | −10.0 | −9.6 |

At 45 um, for instance, (16) gives $10/(1+15/45)=7.50$ um. The half-space reaches an error of 10 per cent at 129 um, compared with 135 um for the law.

Let the window run from 30 to 60 um. Equation (31) gives

$$m=\frac{3}{30^3}\left[2700-3600\ln2\right]=0.02274\ \text{um}^{-1}, \tag{43}$$

close to the inverse midpoint, 0.02222 um$^{-1}$. Then $1/L_{\rm fit}=0.1+1.5\times0.02274=0.1341$ um$^{-1}$, so $L_{\rm fit}=7.46$ um, an error of −25 per cent. The two-point formula (26) gives 7.43 um.

For the half-space current (6) with $h=1.5$ um, the numerical fit gives 7.66 um. The correction (35) turns this into $1/(0.1306-0.0341)=10.36$ um. The error has changed from −23 to +3.6 per cent, and the remaining excess has the sign expected from (22).

A 20 keV beam of 100 pA, with 3.6 eV per pair, creates 5556 pairs per incident electron if backscattering is ignored. For $S\to\infty$ the signal is then 246 pA at 30 um and 4.8 pA at 60 um. At 135 um it is $8.5\times10^{-4}$ pA, less than one hundredth of an assumed leakage of 0.1 pA. For these values, the error cannot be brought to 10 per cent by distance alone unless such an offset is removed very accurately.

### Neglected effects and the real contact

The following changes are made one at a time, with the window and all other values fixed. The reference is the fitted 7.656 um for $h=1.5$ um and $S\to\infty$.

- A source depth of 0.01 um in place of 1.5 um gives 7.651 um.
- A built-in potential of 0.45 V gives a depletion width of 0.24 um. If the collecting edge is moved towards the beam by this width, the fit gives 7.647 um. This estimate leaves out the downward extent of the depletion region under the contact.
- A Gaussian lateral spread of the generation, 1 um rms, gives 7.650 um.
- A constant leakage of 0.1 pA left in the signal gives 7.689 um. The offset matters most at the far end of the window, where it flattens the decay.
- The surface velocity $10^5$ cm/s in place of an infinite one changes the mesh result from 7.657 to 7.649 um. Doubling the mesh step shifts the latter by 0.0014 um. The slope hardly changes, but the current in the window is about twice that for $S\to\infty$, on which the signal and offset figures given here are based.

Each of these shifts is below 0.5 per cent of the fitted length, far less than the error of the exponential fit. The excess density at distance $h$ from the source, estimated as $G/(4\pi Dh)$ without the surface sink, is 1.8 per cent of the doping. Low injection is thus acceptable there, though not shown inside the core of the generation volume. A contact of finite extent $B$ perpendicular to its edge loses at most a fraction $e^{-B/L}$ of the shallow-source current, by the inequality used in (24). This bound does not cover a finite length along the edge, where the collected carriers spread over a distance of order $\sqrt{xL}$. For a contact 100 um square with $S\to\infty$ and the beam on its centre line, 1.3 per cent of the current is lost at 30 um and 5.1 per cent at 60 um, and the fit falls to 7.58 um. With the beam 25 um off the centre line it falls to 7.49 um.

With the offset held at 0.1 pA, the surface is the assumption that matters most among those examined. If $S$ is set to zero while $L$, the depth and the window are kept, the fitted length rises to 9.13 um. Correction with the proper $n=1/2$ gives 10.19 um, but correction with $n=3/2$ gives 13.26 um. The wrong power then produces an error of +33 per cent, larger in magnitude than the −9 per cent of the uncorrected fit.

Real silicon devices can differ from the example in both $L$ and $S$. A diffusion length of 10 um is short for silicon of device quality, where it can exceed 100 um, and a well-oxidized surface can have an $S$ several orders of magnitude below $10^5$ cm/s. With $L=10$ um the fitted length moves from about 7.65 um to 8.09 um at $S=10^4$ cm/s, 8.93 um at $10^3$ cm/s and 9.11 um at $10^2$ cm/s, near the $S=0$ value of 9.13 um. The governing quantity is $SL/D$. Near $SL/D=1$ neither power serves in this window: correction gives 8.90 um with $n=1/2$ and 11.16 um with $n=3/2$. With a much longer $L$, the wafer thickness and contact width must be compared with $L$ afresh. Charge on the free surface can also bend the bands and create a lateral field or a conducting layer, which this model leaves out and the numbers above do not size. The barrier height of the metal or silicide enters the diffusion model only through the depletion width, but in a real contact it also governs the offset current. The example implies a barrier of about 0.655 eV, the built-in potential plus $kT\ln(N_c/N)$, where $N$ is the doping and $N_c=2.8\times10^{19}$ cm$^{-3}$. A change of 0.005 eV alters the figures that follow by about 20 per cent. For ideal thermionic emission with a Richardson constant of 112 A/(cm$^2$ K$^2$), a contact 100 um square then has a saturation current near 10 nA and a zero-bias resistance near 2.6 megohm. A stray voltage of 10 microvolts drives about 4 pA through it, comparable with the signal at 60 um. The 0.1 pA used above is thus a residue after subtraction of the offset or modulation of the beam. A residue of 1 pA would raise the fitted length to 7.98 um, and one of 5 pA to 9.12 um. The correction with $n=3/2$ is therefore justified when $SL/D$ is known to be large (in this window it gives 10.51 um at $SL/D=2.9$ and 10.40 um at 4.8, against 10.36 um for $S\to\infty$), the window lies several diffusion lengths from the edge, the contact extends along its edge over several times $\sqrt{xL}$ on both sides of the beam, and the offset current is small against the signal at the far end. The numerical output below lists the main values used here.

## Computed values

```
L = 10.0 um, window 30 to 60 um, T = 300 K
mobility = 400 cm2/Vs, D = 10.34 cm2/s
lifetime = 96.7 ns, doping = 1e+16 cm^-3
S = 1e+05 cm/s, S L/D = 9.67
generation depth = 1.5 um, lateral rms = 1.0 um
beam = 20 keV, 100 pA
pair energy = 3.6 eV, pairs per electron = 5556
x (um): local L (um), error (%) of law; error (%) of half-space
     20: 5.714, -42.9; -38.9
     30: 6.667, -33.3; -30.5
     45: 7.500, -25.0; -23.1
     60: 8.000, -20.0; -18.7
    135: 9.000, -10.0; -9.6
10% error distance, law = 135.0 um
10% error distance, half-space = 128.8 um
window slope m = 0.022741 1/um, 1/midpoint = 0.022222 1/um
two-point fit of law = 7.426 um
least-squares fit of law = 7.456 um
  relative error = -25.4 %
Least-squares fits of computed currents (um):
  half-space, depth 0.01 um = 7.651
  half-space, example depth = 7.656
  with depletion-edge offset = 7.647
  with lateral spread = 7.650
  with leakage 0.1 pA = 7.689
  mesh, S infinite = 7.657
  mesh, example S = 7.649
  mesh, S zero = 9.129
  shift on doubling mesh step = 0.0014
Lengths after correction (um):
  S infinite, n=3/2: 10.362
  example S, n=3/2: 10.350
  S zero, n=1/2: 10.187
  S zero, wrong n=3/2: 13.258
signal at 30 um = 245.8 pA (S infinite)
signal at 60 um = 4.82 pA (S infinite)
signal at 135 um = 8.52e-04 pA
built-in potential = 0.45 V, depletion = 0.241 um
injected density / doping = 1.78 %
local power at x/L=0.01: 1.0054; at 200: 1.4945
second-order slope coefficient = -1.1049
amplitude / leading law at x/L=30 = 0.9648
mesh against image integral, max = 0.158 %
mesh against erfc, max = 0.253 %
```
